\section*{Kohler's variational mobility for a two-dimensional channel with inelastic phonons}

\section{Form of the answer}

A weak field $\mathbf F$ is a vector, so the linear response of the occupation at wavevector $\mathbf k$ must be a scalar linear in $\mathbf F$. In an isotropic band with reflection symmetry, this scalar can only be $\mathbf F\cdot\mathbf k$ times a function of energy. With $\mathbf F$ along $x$, the response is therefore fixed up to one function with the dimension of time:
\begin{equation}
\psi_{\mathbf k}=v_x\,\tau(E).
\end{equation}
The transport problem is to find $\tau(E)$. Kohler's method expands it in $N$ polynomials and gives a lower bound on the conductivity, which cannot fall as $N$ grows.

Algebra is in atomic units, $\hbar=e=m_e=1$. The band is $E=k^2/2m$ with spin-valley degeneracy $g$, and $f(E)$ is the Fermi function. Optical phonons have a single energy $\omega_0$ and the equilibrium number $N_0=1/(e^{\omega_0/kT}-1)$. Their coupling $U(q)=A|M_q|^2$ is bounded, where $A$ is the area and $M_q$ the matrix element.

\section{Linear equation}

The electron has charge $-1$, so $\dot k_x=-F$. The drift term is $-F\,\partial f/\partial k_x=Fv_x(-f')$, and in the steady state it equals the collision term. Write the disturbed occupation as
\begin{equation}
f-F(-f')\psi=f+f(1-f)\varphi,\qquad \varphi=-F\psi/kT,
\end{equation}
using $-f'=f(1-f)/kT$. To first order, $\varphi$ multiplies the ratio occupied/empty by $1+\varphi$. If $W_{kk'}$ is the rate from $k$ to $k'$, the net rate into $k$ from $k'$ is, for disturbed occupations $n_k$,
\begin{equation}
(1-n_k)(1-n_{k'})\left[W_{k'k}\frac{n_{k'}}{1-n_{k'}}-W_{kk'}\frac{n_k}{1-n_k}\right].
\end{equation}
The bracket vanishes in equilibrium, so the prefactor may be taken at zeroth order. The result is $P_{kk'}(\varphi_{k'}-\varphi_k)$ with $P_{kk'}=W_{kk'}f_k(1-f_{k'})$. Cancelling $F/kT$,
\begin{equation}
v_xf_k(1-f_k)=\sum_{k'}P_{kk'}(\psi_k-\psi_{k'}).
\label{eq:P}
\end{equation}
Detailed balance makes $P$ symmetric. With $E_+=E+\omega_0$,
\begin{equation}
N_0f(E)[1-f(E_+)]=(N_0+1)f(E_+)[1-f(E)],
\label{eq:db}
\end{equation}
because $f/(1-f)$ falls by $e^{-\omega_0/kT}=N_0/(N_0+1)$ between $E$ and $E_+$.

\subsection{Reduction to energy}

The golden-rule absorption rate is $W=(2\pi/A)U N_0\,\delta(E'-E-\omega_0)$, and $\sum_{k'}\to A\,m\int dE'\,d\theta/(2\pi)^2$. Define the angular means $U_0=\langle U\rangle_\theta$ and $U_1=\langle U\cos\theta\rangle_\theta$. The total rate is then $mN_0U_0$. In the returning term, the part of $\mathbf v'$ perpendicular to $\mathbf v$ averages to zero, which leaves $v_x'\to v_x\sqrt{E'/E}\cos\theta$.

For acoustic phonons, $U=D^2q/(2\rho v_s)$ with deformation potential $D$, sheet mass density $\rho$ and sound speed $v_s$. If their energy is small against $kT$, absorption and emission together carry the factor $2kT/(v_sq)$. The product does not depend on $q$, so the returning term averages to zero and the rate is
\begin{equation}
\Gamma_{\rm ac}=mD^2kT/(\rho v_s^2).
\end{equation}
Dividing Eq.~(\ref{eq:P}) by $v_xf(1-f)$ gives $L\tau=1$ with
\begin{equation}
L\tau=\Gamma_{\rm ac}\tau+\sum_{\pm}mN_\pm\frac{1-f(E')}{1-f(E)}
\left[U_0\tau(E)-\sqrt{\tfrac{E'}{E}}\,U_1\tau(E')\right].
\label{eq:L}
\end{equation}
Here $E'=E\pm\omega_0$, $N_+=N_0$, $N_-=N_0+1$, and the emission term is present for $E>\omega_0$.

The current is $-(g/A)\sum v_x\,\delta f$ with $\delta f=-F(-f')v_x\tau$; the two minus signs cancel. The angular mean of $v_x^2$ is $E/m$ and the density of states per spin and valley is $m/2\pi$, so
\begin{equation}
\sigma=\langle1,\tau\rangle,\qquad
\langle a,b\rangle=\frac g{2\pi}\int_0^\infty E(-f')\,ab\,dE .
\end{equation}
Integration by parts gives $\langle1,1\rangle=(g/2\pi)\int f\,dE=n/m$, with $n$ the sheet density.

\section{Matrix and bounds}

Let $p_n$ be the basis, $b_n=\langle p_n,1\rangle$ and $A_{mn}=\langle p_m,Lp_n\rangle$. In the emission part, rename the upper energy $E_+$ and apply Eq.~(\ref{eq:db}). Both parts then share the factor
\begin{equation}
G(E)=\frac{g\,mN_0}{2\pi kT}f(E)[1-f(E_+)].
\end{equation}
With $p^+=p(E_+)$ and $U_{0,1}$ taken between $E$ and $E_+$,
\begin{align}
A_{mn}={}&\Gamma_{\rm ac}\langle p_m,p_n\rangle
+\int_0^\infty G\Big\{U_0\big[Ep_mp_n+E_+p_m^+p_n^+\big]\nonumber\\
&-\sqrt{EE_+}\,U_1\big[p_mp_n^++p_m^+p_n\big]\Big\}dE.
\label{eq:A}
\end{align}
This is symmetric. For a combination $t=\sum c_np_n$, $|U_1|\le U_0$ makes the brace at least $U_0(\sqrt E|t|-\sqrt{E_+}|t^+|)^2\ge0$. Hence $\langle t,Lt\rangle\ge\Gamma_{\rm ac}\langle t,t\rangle$, and $A$ is positive definite.

\paragraph{Lower bound.} Since $1=L\tau$, the Cauchy--Schwarz inequality in the product $\langle\cdot,L\cdot\rangle$ gives
\begin{equation}
\langle1,t\rangle^2=\langle\tau,Lt\rangle^2\le\langle\tau,L\tau\rangle\langle t,Lt\rangle=\sigma\,\langle t,Lt\rangle .
\end{equation}
So $\sigma\ge(b^Tc)^2/(c^TAc)$. The same inequality for vectors, $(b^Tc)^2=(c^TA\,A^{-1}b)^2\le(c^TAc)(b^TA^{-1}b)$, shows that the largest value, reached at $c=A^{-1}b$, is
\begin{equation}
\sigma_N=b^TA^{-1}b\le\sigma .
\end{equation}
A larger nested basis maximizes over a larger set, so $\sigma_{N+1}\ge\sigma_N$.

\paragraph{Deficit.} Let $\tau_N=\sum c_np_n$ with this $c$. Then $\langle\tau_N,L\tau_N\rangle=\langle\tau_N,L\tau\rangle=\sigma_N$, and
\begin{equation}
\langle\tau-\tau_N,L(\tau-\tau_N)\rangle=\sigma-2\sigma_N+\sigma_N=\sigma-\sigma_N .
\label{eq:def}
\end{equation}
The residual $r=1-L\tau_N$ is orthogonal to the basis, so $\tau_N$ minimizes this error among polynomials of its degree. The rates in Eq.~(\ref{eq:L}) are bounded, hence so is $L$. Polynomials are dense under an exponentially decaying weight: a function orthogonal to all of them has a weighted Fourier transform that is analytic near the origin with every derivative zero there. Therefore $\sigma_N\to\sigma$.

\paragraph{Upper bound.} Since $\tau-\tau_N=L^{-1}r$, the deficit is $\langle r,L^{-1}r\rangle$, and $L\ge\Gamma_{\rm ac}$ gives
\begin{equation}
\sigma\le\sigma_N+\langle r,r\rangle/\Gamma_{\rm ac}.
\end{equation}
This needs no reference solution, but it becomes useless as $\Gamma_{\rm ac}\to0$.

\section{Why convergence is slow}

At $E=\omega_0$ emission opens into a two-dimensional band whose density of states is finite at its edge. The scattering rate jumps, and so does $\tau$. Let $x=E/kT$, $x_0=\omega_0/kT$, and use
\begin{equation}
p_n=L_n^{(1)}(x)/\sqrt{n+1},
\end{equation}
which is orthonormal for the low-density weight $xe^{-x}$. From $\frac{d}{dx}[x^2e^{-x}L_{n-1}^{(2)}]=n\,xe^{-x}L_n^{(1)}$, a unit step at $x_0$ has the coefficients
\begin{equation}
\int_{x_0}^\infty xe^{-x}p_n\,dx=-\frac{x_0^2e^{-x_0}L_{n-1}^{(2)}(x_0)}{n\sqrt{n+1}} .
\end{equation}
At fixed $x_0$, $L_n^{(2)}$ oscillates with amplitude proportional to $n^{3/4}$. The coefficients scale as $n^{-3/4}$, and the sum of their squares beyond $N$ as $N^{-1/2}$. Fermi statistics multiplies the weight by a function bounded above and below, which keeps this power. Because $L$ is also bounded on both sides, Eq.~(\ref{eq:def}) passes the power on to the conductivity deficit.

Adding the step $\Theta(E-\omega_0)$ to the basis removes the main jump. If $U_1\neq0$, the returning term in Eq.~(\ref{eq:L}) passes weaker jumps on to $2\omega_0$, $3\omega_0$ and so on. These remain, so the deficit becomes smaller but its asymptotic power does not change. All the bounds survive, since their derivation did not require polynomials.

\section{Implementation}

\begin{verbatim}
input m, g, n, T, w0, N0, U(q), Gamma_ac, N
find the Fermi level from n
split energy into panels of width w0,
    reaching well beyond (4N+4) kT
for each Gauss node E with weight w:
    average U and U*cos(theta) -> U0, U1
    evaluate p_n(E) and p_n(E+w0)
    add the integrands to A and b
factor A = R R^T        (R lower triangular)
solve R y = b
sigma_j = y_1^2 + ... + y_j^2,  j = 1..N
check: build <p_m, L p_n> from the raw rates,
    compare with its transpose and with A
\end{verbatim}

One factorization yields every $\sigma_j$, because the leading block of $R$ factors the leading block of $A$ and $b^TA^{-1}b=|R^{-1}b|^2$. The sum of squares rises even if the physics in $A$ is wrong, so monotonicity alone does not validate the rates.

\paragraph{Cost.} With $M$ energy nodes and $J$ angles, the work is of order $MJ$ for the averages, $MN^2$ for assembly and $N^3/3$ for factorization. Since $p_n$ oscillates up to $x\approx4n+4$, the number of panels grows in proportion to $N$. The nodes per panel must also rise, because the oscillations near the band edge become denser.

\paragraph{Basis-free reference.} With one phonon energy, $L$ couples $E$ only to $E\pm\omega_0$. Each starting energy in $(0,\omega_0)$ gives a tridiagonal system, and $\sigma$ is an integral over starting energies. For a single $\omega_0$ this ladder is cheaper than the expansion. Kohler's scheme is more useful with several incommensurate phonon energies, where the ladders no longer close and Eq.~(\ref{eq:A}) merely acquires one integral per energy.

\paragraph{Stability.} At $N=10$, after scaling to unit diagonal, the condition number of $A$ is $3.4\times10^8$ for monomials and $3.0$ for the Laguerre basis, although both span the same space. In double precision $e^{-x}$ underflows near $x=700$, which limits a direct evaluation to $N$ below roughly 170.

\paragraph{Failure modes.} Equation~(\ref{eq:A}) has detailed balance built in and would hide an incorrect emission rate. The raw matrix does not. For $N=16$ its asymmetry, relative to its largest element, is at rounding level with correct rates and $0.15$ when emission is given $N_0$ instead of $N_0+1$. Panels must end at multiples of $\omega_0$ when $r$ or a step function is integrated: with polynomials $r$ jumps at $\omega_0$, and a step in the basis adds a jump at $2\omega_0$. If the energy range is too short, high polynomials lose part of their norm and the bound is no longer assured.

\section{Worked example}

The inputs are rough values in the regime of monolayer MoS$_2$: $m=0.5$, $g=4$, $T=300$~K, $n=10^{12}$~cm$^{-2}$, $\omega_0=0.05$~eV, $D=3$~eV, $\rho=3\times10^{-6}$~kg/m$^2$ and $v_s=6500$~m/s. The optical coupling is
\begin{equation}
U(q)=\frac{D_0^2}{2\rho\omega_0}+\frac{M_0^2a}{(1+r_0q)^2},
\end{equation}
with $D_0=30$~eV/nm, $M_0=0.3$~eV, cell area $a=0.09$~nm$^2$ and $r_0=4$~nm. The nonpolar and polar parts are taken as separate modes of equal energy, so they do not interfere. These inputs give $N_0=0.169$ and $\Gamma_{\rm ac}=2.93$~ps$^{-1}$.

\paragraph{Two functions by hand.} Let $\beta=b/b_0$ and $\Lambda=A/b_0$. Since $b_0=n/m$, the mobility is $\mu_N=\beta^T\Lambda^{-1}\beta/m$. The elements are $\beta_1=-0.0331$, $\Lambda_{00}=5.885$, $\Lambda_{01}=-2.003$ and $\Lambda_{11}=7.479$~ps$^{-1}$, and $1/m$ corresponds to 3518~cm$^2$/Vs per ps. One function gives $3518/5.885=598$~cm$^2$/Vs. Two give
\begin{equation}
\frac{\Lambda_{11}-2\beta_1\Lambda_{01}+\beta_1^2\Lambda_{00}}{\Lambda_{00}\Lambda_{11}-\Lambda_{01}^2}
=\frac{7.353}{40.00}~{\rm ps}=0.1838~{\rm ps},
\end{equation}
or 647~cm$^2$/Vs. The coefficient of $p_1=(2-x)/\sqrt2$ is positive, so the two-function $\tau$ falls with energy. This is a coarse image of the drop at $\omega_0$: in the full solution $\tau$ is 0.257~ps near $E=0$ and 0.274~ps just below $\omega_0$.

\paragraph{Convergence.} The ladder gives 720~cm$^2$/Vs, a sheet conductance of 115~$\mu$S. Mobilities below are in cm$^2$/Vs and deficits are relative to the ladder.

\begin{center}
\begin{tabular}{rrrr}
$N$ & lower & upper & deficit (\%)\\
1 & 598 & 875 & 16.9\\
2 & 647 & 855 & 10.1\\
4 & 679 & 769 & 5.7\\
6 & 680 & 774 & 5.4\\
16 & 696 & 757 & 3.3
\end{tabular}
\end{center}

The upper bound rises between $N=4$ and $N=6$. This is allowed, because the method minimizes the error in the $L$ product and not the norm of $r$. The deficit is 2.6\% at $N=25$ and 1.2\% at $N=100$, a ratio of 0.47 where the asymptotic law gives 0.5. In the solution, $\tau$ falls from 0.274 to 0.096~ps across $\omega_0$. Eight polynomials plus one step leave a deficit of 0.13\%, against 4.1\% for nine polynomials, which confirms the jump as the main cause of slow convergence here.

\paragraph{In-scattering.} Dropping $U_1$ gives 640~cm$^2$/Vs, 11\% too low relative to the ladder. The sign follows from $U$ decreasing with $q$: forward angles then dominate, $U_1>0$, and returning electrons add to $\tau$.

\paragraph{Isotropic limit.} Without polar coupling $U_1=0$, and at low density $\tau$ takes two values. With $\Gamma=mU=2.076$~ps$^{-1}$,
\begin{align}
\tau_<&=\frac1{\Gamma_{\rm ac}+N_0\Gamma}=0.305~{\rm ps},\\
\tau_>&=\frac1{\Gamma_{\rm ac}+(2N_0+1)\Gamma}=0.175~{\rm ps}.
\end{align}
The transport weight above $\omega_0$ is $\int_{x_0}^\infty xe^{-x}dx=(1+x_0)e^{-x_0}=0.424$ for $x_0=1.934$. The mean time is $0.576\,\tau_<+0.424\,\tau_>=0.250$~ps, or 878~cm$^2$/Vs. The ladder was tested against this closed form and agrees within one part in $10^6$. For $\omega_0\gg kT$ both $N_0$ and the upper weight vanish, leaving the acoustic limit $1/(m\Gamma_{\rm ac})$, here 1200~cm$^2$/Vs.

\section{Relation to real channels}

The model mobility of 720~cm$^2$/Vs is far above the rough size measured in monolayer MoS$_2$ transistors at room temperature, which is tens of cm$^2$/Vs up to about a hundred. The model keeps only one acoustic branch and one optical phonon energy. At fixed density, any further phonon branch adds a nonnegative term to $\langle t,Lt\rangle$ and so cannot raise the mobility. For example, a transverse acoustic branch with a deformation potential of 1.6~eV and a sound speed of 4200~m/s, treated like the first branch, raises $\Gamma_{\rm ac}$ by 68\% and lowers the mobility to 496~cm$^2$/Vs. One assumption that real devices can break is a clean channel. For $10^{10}$~cm$^{-2}$ screened charged impurities without a surrounding dielectric, the Born approximation gives 564~cm$^2$/Vs, but the potential is too strong for it at thermal energies. Exact partial waves for the same static potential give about 700~cm$^2$/Vs, and for $10^{12}$~cm$^{-2}$ independent impurities about 190~cm$^2$/Vs if they attract electrons and 235~cm$^2$/Vs if they repel them. Another is the absence of satellite valleys: if one lies 0.1~eV above the band edge, 26\% of the current is carried by electrons that can reach it with at most one absorbed phonon; at 0.2~eV the share is 1.4\%. The scattering this adds is not included, so its effect on the mobility is not determined here.

The other corrections to the mobility estimated here are about ten percent or less. Free-carrier screening of the polar coupling alone raises it to 795~cm$^2$/Vs in the static long-wavelength limit, but only to about 760~cm$^2$/Vs with the thermal Lindhard response at $\omega_0$. For a gap of 2~eV, a two-band estimate raises the mass by 5\% at $E=2kT$; with the couplings unchanged, this band lowers the mobility by about 8\%. At $E=2kT$, an explicit sum over inelastic acoustic phonons changes $\Gamma_{\rm ac}$ by 0.5\%. Level broadening, estimated as $\hbar$ times the total outgoing rate, is $0.10\,kT$ just below $\omega_0$ and $0.28\,kT$ just above it, so the Boltzmann picture is only approximate there.

Linear response requires fields well below 0.009~MV/cm, at which an electron gains about $kT$ per free path. One volt across 1~$\mu$m is already 0.01~MV/cm, so the result describes low drain bias. At 400~K and the same density the model gives 482~cm$^2$/Vs. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
mass 0.5 m_e; spin-valley degeneracy 4
temperature 300 K; density 1.0e+12 cm^-2
optical phonon 0.05 eV; acoustic potential 3.0 eV
optical deformation potential 30.0 eV/nm
sheet mass 3.0e-06 kg/m2; sound speed 6500 m/s
polar coupling 0.3 eV; cell 0.09 nm2; r0 4.0 nm
kT 0.02585 eV; phonon number 0.1690
Fermi level/kT from band edge -2.3328
acoustic rate 2.9319 1/ps
nonpolar rate unit m*U 2.0759 1/ps
polar rate unit m*U at q=0 80.7488 1/ps
b1/b0 -0.033076
A00/b0 5.88469 1/ps; A01/b0 -2.00281 1/ps
A11/b0 7.47886 1/ps
e/m times 1 ps 3517.64 cm2/Vs
relative asymmetry, correct rates 1.7e-16
relative asymmetry, wrong emission 0.154
raw versus symmetric matrix 3.7e-15
Cartesian versus angular operator 2.0e-05
N, mobility, upper bound (cm2/Vs), deficit (%)
 1 597.761 874.637 16.9330
 2 646.620 854.995 10.1433
 3 673.725 793.655 6.3768
 4 678.850 769.257 5.6646
 6 680.417 773.633 5.4468
 8 687.612 770.081 4.4470
12 691.585 756.609 3.8949
16 695.887 756.589 3.2970
N=25: mobility 700.575 cm2/Vs, deficit 2.6456 %
N=50: mobility 707.077 cm2/Vs, deficit 1.7420 %
N=100: mobility 710.745 cm2/Vs, deficit 1.2324 %
deficit ratio, N=100 to N=25: 0.466
ladder mobility 719.613 cm2/Vs
ladder sheet conductance 115.295 uS
mobility without in-scattering 639.810 cm2/Vs
tau near E=0: 0.2567 ps
tau just below phonon energy 0.2744 ps
tau just above phonon energy 0.0964 ps
deficit, 9 polynomials 4.0881 %
deficit, 8 polynomials + step 0.1264 %
condition number N=10: monomials 3.4e+08
condition number N=10: Laguerre 2.98
closed-form isotropic test mobility 878.388 cm2/Vs
low-density mobility 727.2 cm2/Vs
mobility at 400 K 482.2 cm2/Vs
static screening: 794.9 cm2/Vs
with 1e+10 cm^-2 charged impurities: 563.6 cm2/Vs
acoustic rate, inelastic/elastic at E=2kT 0.9949
largest acoustic quantum/kT at E=2kT 0.273
nonparabolic mass rise at 2kT, gap 2.0 eV: 5.2 %
current able to reach valley at 0.1 eV: 26.4 %
current able to reach valley at 0.2 eV: 1.4 %
mean response time 0.2046 ps
level broadening/kT 0.124
field giving kT per free path 0.0094 MV/cm
\end{verbatim}
